\section*{Splitting of the Delta valleys in tetragonally strained silicon}

\section{The problem}

The conduction band of unstrained silicon has six equivalent lowest minima, called the Delta valleys. They lie on the lines from the zone centre along $\pm x$, $\pm y$ and $\pm z$, where the axes are the cube axes of the crystal. A silicon film has its surface normal along $z$. It is stretched equally along $x$ and $y$ and is thinner along $z$ than an unstrained film:
\begin{equation}
e_{xx}=e_{yy}=e_\parallel=0.012,\qquad e_{zz}=e_\perp=-0.008,
\end{equation}
with no shear. A positive strain is an extension. The deformation potentials are given the round values $\Xi_u=9$ eV (uniaxial) and $\Xi_d=1$ eV (dilatation).

(a) Which valleys are lowest in the strained film, and how far above them are the others?

(b) Are both strains needed for this answer, or is their difference $e_\parallel-e_\perp=0.020$ enough?

The two valleys on $\pm z$ are called $\Delta_2$, and the four on $\pm x$ and $\pm y$ are called $\Delta_4$. The splitting is counted as
\begin{equation}
S=E(\Delta_4)-E(\Delta_2),
\end{equation}
so that a positive $S$ means that the pair on $z$ is lower.

\section{A tempting solution}

The dilatation potential describes the response to a change of volume. To first order the relative change of volume is the trace of the strain,
\begin{equation}
T=e_{xx}+e_{yy}+e_{zz}=2e_\parallel+e_\perp=0.024-0.008=0.016 .
\end{equation}
All six valleys therefore move by $\Xi_dT=1\times0.016=0.016$ eV.

The uniaxial potential describes the response of a valley to stretching along its own axis. The film is pulled along $x$ and $y$, so the four valleys there receive the further shift $\Xi_ue_\parallel=9\times0.012=0.108$ eV. Nothing pulls the film along $z$. The contraction in that direction is the crystal's own elastic response, and it has already been counted in the change of volume. The valleys on $z$ then receive no further shift, and
\begin{align}
\delta E(\Delta_4)&=0.016+0.108=0.124\ \text{eV},\\
\delta E(\Delta_2)&=0.016\ \text{eV},\\
S_{\text{tempting}}&=\Xi_ue_\parallel=0.108\ \text{eV}.
\end{align}
The pair on $z$ comes out lower, by 0.108 eV.

\section{Where it fails}

The formula $S_{\text{tempting}}=\Xi_ue_\parallel$ can be tried on a strain whose effect is known beforehand. Let the crystal expand equally in all directions, $e_\parallel=e_\perp=e$. It is still cubic, so the six valleys are still equivalent and the splitting must vanish. The formula gives $\Xi_ue$ instead. It must be wrong.

The faulty step is the claim that the contraction along $z$ has been dealt with once it is included in the volume. An electron state responds to the positions of the atoms, and it makes no difference whether a force along $z$ or the elastic response to forces along $x$ and $y$ put them there. The strain $e_\perp$ therefore enters twice: in the trace, which affects all valleys alike, and as the strain along the axis of the $\Delta_2$ valleys, which affects them differently from the others.

The same trial shows how the formula has to be mended. To first order the splitting must be linear in the two strains, $S=Ae_\parallel+Be_\perp$. It vanishes for $e_\parallel=e_\perp=e$, so $(A+B)e=0$ for every small $e$, and hence $B=-A$. The splitting can depend on the difference of the strains alone:
\begin{equation}
S=A\,(e_\parallel-e_\perp).
\label{eq:difference}
\end{equation}
It remains to derive the law for a single valley and to identify $A$.

\section{The first-order shift of one valley}

\subsection{The movement of the minimum}

Under a homogeneous strain a lattice point at $\mathbf r$ moves to $(1+e)\mathbf r$, where $e$ is the symmetric strain tensor. Reciprocal vectors change by the inverse matrix, because the products of lattice vectors and reciprocal vectors must stay the same. We therefore write a wave vector of the strained crystal as $\mathbf k=(1+e)^{-1}\boldsymbol\kappa$ and label it by $\boldsymbol\kappa$, which refers to the unstrained zone.

Let $\varepsilon(\boldsymbol\kappa,e)$ be the energy of the conduction band and $\boldsymbol\kappa_0$ the position of the unstrained minimum on the positive $z$ axis. The band is taken to be non-degenerate there, apart from spin, so that its energy can be expanded in the strain. The strain may move the minimum by some $\delta\boldsymbol\kappa$, which is of first order in $e$. Then
\begin{equation}
\varepsilon(\boldsymbol\kappa_0+\delta\boldsymbol\kappa,e)
=\varepsilon(\boldsymbol\kappa_0,0)
+\nabla_{\boldsymbol\kappa}\varepsilon\cdot\delta\boldsymbol\kappa
+\sum_{ij}\frac{\partial\varepsilon}{\partial e_{ij}}e_{ij}
+O(e^2).
\end{equation}
The derivatives are taken at $\boldsymbol\kappa_0$ and $e=0$. Since $\boldsymbol\kappa_0$ is a minimum, the gradient vanishes there. The movement of the valley thus has no effect on its energy at first order, and
\begin{equation}
\delta E_z=\sum_{ij}D_{ij}e_{ij},\qquad D_{ij}=D_{ji}.
\end{equation}
Written out, with the two equal off-diagonal terms of each kind collected,
\begin{equation}
\begin{aligned}
\delta E_z={}&D_{xx}e_{xx}+D_{yy}e_{yy}+D_{zz}e_{zz}\\
&+2D_{xy}e_{xy}+2D_{xz}e_{xz}+2D_{yz}e_{yz}.
\end{aligned}
\label{eq:six}
\end{equation}

\subsection{What symmetry leaves}

The silicon structure is carried into itself by a quarter turn about $z$ combined with a shift by a fraction of the lattice period. The shift alters neither the energy of a state nor a homogeneous strain, so the turn alone matters here. It takes $x$ into $y$ and $y$ into $-x$, and it leaves the valley on $z$ in place. The components of the turned strain $e'$ are
\begin{equation}
\begin{aligned}
e'_{xx}&=e_{yy}, & e'_{yy}&=e_{xx}, & e'_{zz}&=e_{zz},\\
e'_{xy}&=-e_{xy}, & e'_{xz}&=-e_{yz}, & e'_{yz}&=e_{xz}.
\end{aligned}
\end{equation}
A crystal with strain $e'$ is the crystal with strain $e$ seen after a turn, so the valley on $z$ has the same energy in both. Inserting $e'$ into Eq.~\eqref{eq:six} must give the same value as inserting $e$, whatever the six components are. We compare their coefficients.

The coefficient of $e_{xx}$ gives $D_{xx}=D_{yy}$. That of $e_{xy}$ gives $D_{xy}=-D_{xy}$, so $D_{xy}=0$. That of $e_{xz}$ gives $D_{xz}=D_{yz}$, and that of $e_{yz}$ gives $D_{yz}=-D_{xz}$. The last two together require $D_{xz}=D_{yz}=0$. With $D_{xx}=D_{yy}=D_\perp$ and $D_{zz}=D_\parallel$, where the subscripts now refer to the axis of the valley, we are left with
\begin{equation}
\delta E_z=D_\perp(e_{xx}+e_{yy})+D_\parallel e_{zz}.
\end{equation}
Adding and subtracting $D_\perp e_{zz}$ brings out the trace:
\begin{align}
\delta E_z&=D_\perp(e_{xx}+e_{yy}+e_{zz})+(D_\parallel-D_\perp)e_{zz}\\
&=\Xi_d\,T+\Xi_u\,e_{zz},
\label{eq:zvalley}
\end{align}
with
\begin{equation}
\Xi_d=D_\perp,\qquad \Xi_u=D_\parallel-D_\perp .
\end{equation}
This fixes the meaning of the two constants. The uniaxial potential $\Xi_u$ is the shift per unit strain along the valley's axis minus the shift per unit strain along one direction across it, both taken with their signs. It is not the whole response to strain along the axis, which is $D_\parallel=\Xi_d+\Xi_u$. Nor is $\Xi_d$ the whole response to a change of volume: under equal expansion along all axes $e_{zz}=T/3$, and the shift is $(\Xi_d+\Xi_u/3)T$.

\subsection{The other valleys}

A third of a turn about the cube diagonal, which is also a symmetry of the unstrained crystal, carries the valley on $z$ to $x$ or to $y$. The trace of a tensor is unchanged by a rotation, while the strain along the valley's axis becomes $e_{xx}$ or $e_{yy}$. For the valley along the unit vector $\mathbf n$ this gives
\begin{equation}
\delta E_{\mathbf n}=\Xi_d\,T+\Xi_u\sum_{ij}n_ie_{ij}n_j ,
\label{eq:law}
\end{equation}
with the same two constants for every valley. Time reversal gives states at $\mathbf k$ and $-\mathbf k$ the same energy in a non-magnetic crystal, so the valleys at $\mathbf n$ and $-\mathbf n$ stay together.

\section{The right solution}

For the valleys on $x$ and $y$ the strain along the axis is $e_\parallel$, and for those on $z$ it is $e_\perp$. Equation~\eqref{eq:law} gives
\begin{align}
\delta E(\Delta_4)&=\Xi_dT+\Xi_ue_\parallel=0.016+0.108=0.124\ \text{eV},\\
\delta E(\Delta_2)&=\Xi_dT+\Xi_ue_\perp=0.016-0.072=-0.056\ \text{eV}.
\end{align}
The tempting solution had the quartet right. It left out the term $\Xi_ue_\perp=9\times(-0.008)=-0.072$ eV for the pair. Subtracting the two shifts removes the common term:
\begin{equation}
S=\Xi_u(e_\parallel-e_\perp)=9\ \text{eV}\times0.020=0.180\ \text{eV}=180\ \text{meV}.
\label{eq:result}
\end{equation}
This has the form of Eq.~\eqref{eq:difference}, with $A=\Xi_u$.

The answer to (a) is that the two valleys on $\pm z$ are lowest and the other four lie 0.18 eV above them, as band edges of the strained crystal and without the confinement energy of a thin film. The answer to (b) is that the difference of the strains is enough for the splitting. The separate strains, and $\Xi_d$ as well, are needed for the shift of each group.

\section{Reading the result}

\subsection{Shifts from the mean}

It is often useful to measure the valleys from their common mean, in which each of the six counts once:
\begin{align}
\overline{\delta E}&=\frac{2\,\delta E(\Delta_2)+4\,\delta E(\Delta_4)}{6}
=\Xi_dT+\Xi_u\frac{2e_\perp+4e_\parallel}{6}\\
&=\left(\Xi_d+\frac{\Xi_u}{3}\right)T ,
\end{align}
because $2e_\perp+4e_\parallel=2T$. Here the mean rises by $(1+3)\times0.016=0.064$ eV. The quartet lies at $0.124-0.064=0.060$ eV from the mean, and the pair at $-0.056-0.064=-0.120$ eV. In general,
\begin{equation}
\delta E(\Delta_4)-\overline{\delta E}=\frac{S}{3},\qquad
\delta E(\Delta_2)-\overline{\delta E}=-\frac{2S}{3}.
\end{equation}
To see this, write the mean as $\delta E(\Delta_4)-S/3$, which follows from putting $\delta E(\Delta_2)=\delta E(\Delta_4)-S$ into its definition. The pair moves twice as far as the quartet because it has half as many members. The value 0.120 eV is thus a shift of the pair from the mean and must not be taken for the splitting.

\subsection{Other strains}

If both strains change sign, so does $S$. A film compressed in its plane and extended along $z$ has the quartet lowest, when $\Xi_u$ is positive. If the two strains are equal, the splitting vanishes, as it must in a crystal that is still cubic.

The phrase ``strain difference'' needs care. In Eq.~\eqref{eq:result} it means the in-plane strain minus the out-of-plane strain of the same film. It does not mean the mismatch between the film and the substrate on which it is grown. If the film takes over the in-plane spacing of the substrate, the mismatch, counted relative to the unstrained film, is $e_\parallel$ alone. Elasticity then relates it to the strain difference. If the surface is free, the stress along $z$ vanishes, and in a cubic crystal with elastic constants $C_{11}$ and $C_{12}$
\begin{equation}
0=C_{11}e_\perp+2C_{12}e_\parallel
\quad\Longrightarrow\quad
e_\perp=-\frac{2C_{12}}{C_{11}}e_\parallel .
\end{equation}
The difference that enters the splitting is then
\begin{equation}
e_\parallel-e_\perp=\left(1+\frac{2C_{12}}{C_{11}}\right)e_\parallel ,
\end{equation}
which is larger in size than $e_\parallel$ when $C_{12}$ and $C_{11}$ are positive. The strains of the example correspond to $2C_{12}/C_{11}=2/3$, since $0.012\times(1+2/3)=0.020$. They were chosen as round numbers and not computed from the elastic constants of silicon.

\section{A check on a model crystal}

The form of Eq.~\eqref{eq:law} rests on symmetry and on the neglect of second-order terms. Both can be examined in a crystal whose bands are computed afresh for each strain. The model has the silicon structure, a lattice constant of 5.4 \AA\ and a local pseudopotential, with rounded, silicon-like form factors. In a basis of 137 plane waves its Hamiltonian is
\begin{equation}
H_{\mathbf G\mathbf G'}=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\delta_{\mathbf G\mathbf G'}
+\frac{V(|\mathbf G-\mathbf G'|)}{\det(1+e)}\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau].
\end{equation}
The two atoms of the cell sit at $\pm\boldsymbol\tau$ and follow the strain, as do the reciprocal vectors. The potential is kept only for those differences $\mathbf G-\mathbf G'$ whose squared lengths in the unstrained crystal are 3, 8 or 11 in units of $(2\pi/a)^2$, and is set to zero for all others. For the three kept lengths, $V$ at the strained lengths is read from a cubic polynomial in the squared length, which passes through the three form factors and through zero at 16. The determinant accounts for the change of cell volume. The term with $\mathbf G=\mathbf G'$ is left out of the potential; it would move all valleys together and cannot affect the splitting.

The unstrained minima lie at 0.852 in units of $2\pi/a$, on the way from the zone centre to the zone boundary at 1. Strain along $z$ alone fixes the two constants of the model, with $\Xi_u=10.6$ eV. This differs from the 9 eV of the problem, and it need not agree: the model tests the form of the law and does not determine the deformation potential of silicon.

The two constants must then predict the response to a different strain. The one used has the diagonal components $0.3$, $-0.5$ and $1.0$ along $x$, $y$ and $z$, times a small amplitude, and shear in all three planes. The directly computed shifts per unit amplitude are $-5.503$, $-14.012$ and $1.941$ eV for the valleys on $x$, $y$ and $z$, and the law gives the same values to the digits shown. The differences can be followed by hand. Between $x$ and $y$ the strains along the axes differ by 0.8, and $0.8\times10.635=8.51$ eV, which is the difference between $-5.503$ and $-14.012$ eV. The shear leaves no trace at first order, as the vanishing of $D_{xy}$, $D_{xz}$ and $D_{yz}$ requires. In this test the atoms follow the shear without any further displacement within the cell. Tests with equal expansion along all axes and with opposite valleys also hold: the valleys concerned stay together. The last digits quoted for the model belong to the basis of 137 waves. With 339 waves the minima lie at 0.853, $\Xi_u$ falls from 10.635 to 10.631 eV, the three shifts change by up to 0.007 eV, and the splittings of the next section by about 0.0001 eV. The agreement with the law is the same in either basis.

\section{How far the linear law reaches}

For the strains of the problem, the model crystal has a directly computed splitting of 0.2124 eV, while its linear law gives 0.2127 eV. The departure is $-0.17$ percent of the linear value. When both strains are halved, the departure falls from $-0.00035$ to $-0.00008$ eV, by a factor between four and five. A term purely of second order would give four, and one purely of third order would give eight. The fall is thus consistent with a leading term of second order and a smaller contribution of higher order.

In this model, then, the neglected terms are too small to alter the two digits of 0.18 eV. Their size depends on how the potential is cut off: if the differences of squared length 16 are kept as well, with $V$ read from the same polynomial, the departure grows to $-0.002$ eV, about one percent. This is not a bound on the corresponding terms in real silicon, which has a different potential. There the accuracy of the result is also limited by that of $\Xi_u$: since $S$ is proportional to it, a relative error in $\Xi_u$ appears as the same relative error in the splitting.

The result also requires the strain to be tetragonal about $z$. If $e_{xx}$ and $e_{yy}$ differ, Eq.~\eqref{eq:law} still applies, but the quartet itself divides into two pairs separated by $\Xi_u(e_{xx}-e_{yy})$, and a single splitting no longer describes the valleys. Shear adds nothing at first order, but its second-order effects lie outside the law and need not be small: in the model crystal $e_{xy}=0.005$ lowers the valleys on $z$ by 6 meV and $e_{xy}=0.01$ by 26 meV.

Finally, the law gives the band edges of a strained crystal and takes no account of the thickness of the film. A film that keeps a strain of 1.2 percent on its substrate is usually thin, and confinement along $z$ then raises the quartet, with its light mass of about $0.19m$ in that direction, more than the pair, with about $0.92m$. Between hard walls a distance $L$ apart the lowest levels separate by a further $(\hbar^2\pi^2/2L^2)(1/m_t-1/m_l)$, where $m_t$ and $m_l$ are these two masses. This is about 16 meV for $L=10$ nm and about 63 meV for $L=5$ nm, and it adds to $S$.

\section*{Calculated quantities}
\begin{verbatim}
WORKED EXAMPLE
Xi_u = 9.0 eV
Xi_d = 1.0 eV
in-plane strain e_par = 0.012 (no unit)
out-of-plane strain e_perp = -0.008 (no unit)
strain difference = 0.020 (no unit)
trace of strain = 0.016 (no unit)
common term Xi_d*trace = 0.016 eV
Delta4 term Xi_u*e_par = 0.108 eV
Delta2 term Xi_u*e_perp = -0.072 eV
Delta4 shift = 0.124 eV
Delta2 shift = -0.056 eV
splitting Delta4 - Delta2 = 0.180 eV
splitting, converted = 180 meV
six-valley mean shift = 0.064 eV
Delta4 shift from mean = 0.060 eV
Delta2 shift from mean = -0.120 eV
MODEL CRYSTAL TEST
lattice constant = 5.4 angstrom
form factor, squared index length 3 = -2.9 eV
form factor, squared index length 8 = 0.5 eV
form factor, squared index length 11 = 1.1 eV
number of plane waves = 137
valley position = 0.852 (2 pi/a)
model Xi_u = 10.635 eV
general strain, x valley: direct -5.503 eV, law -5.503 eV per unit amplitude
general strain, y valley: direct -14.012 eV, law -14.012 eV per unit amplitude
general strain, z valley: direct 1.941 eV, law 1.941 eV per unit amplitude
hydrostatic splitting below 1e-7 eV: True
full strain: direct splitting = 0.21236 eV
full strain: linear splitting = 0.21271 eV
full strain: departure = -0.00035 eV
half strain: departure = -0.00008 eV
full departure / linear = -0.17 percent
\end{verbatim}
